# The noncollinear LSDA potential from the local spin-density matrix

## 1. A field that follows the magnetization

Two electrons occupy overlapping Gaussian orbitals whose spinors point 90° apart. At the centre of the first orbital the spin density does not point along that orbital's spinor: it is tilted by $-3.145^\circ$. The exchange-correlation field there, found by differentiating the energy separately with respect to each component of the spin density, is also tilted by $-3.145^\circ$. At the midpoint both angles are $45.000^\circ$.

The agreement follows from the definition of the local spin-density approximation (LSDA) for noncollinear spins. The tilt itself has a different origin and is derived in section 6: the tail of the second orbital alone would tilt the spin density towards the second spinor, and the orthogonality of the orbitals reverses the sign. Hartree atomic units are used.

## 2. Spin-density matrix and energy

Let $\phi_{i\alpha}(\mathbf r)$, $\alpha=\uparrow,\downarrow$, be the occupied orthonormal spinors. Define

$$N_{\alpha\beta}(\mathbf r)=\sum_i\phi_{i\alpha}(\mathbf r)\,\phi_{i\beta}^*(\mathbf r).$$

This matrix is Hermitian. For any two-component vector $c$, $c^\dagger Nc=\sum_i|c^\dagger\phi_i|^2\ge0$, so its eigenvalues are not negative. With

$$n=\mathrm{Tr}\,N,\qquad \mathbf m=\mathrm{Tr}(\boldsymbol\sigma N),$$

the expansion in Pauli matrices is

$$N=\tfrac12(n\,1+\mathbf m\cdot\boldsymbol\sigma)
=\frac12\begin{pmatrix}n+m_z&m_x-im_y\\m_x+im_y&n-m_z\end{pmatrix}.$$

Here $\mathbf m$ is the spin density, called the magnetization below. The electron's magnetic moment points opposite to it.

Since $\sigma_j\sigma_k+\sigma_k\sigma_j=2\delta_{jk}$, we have $(\mathbf m\cdot\boldsymbol\sigma)^2=|\mathbf m|^2$. The matrix $\mathbf m\cdot\boldsymbol\sigma$ is traceless, so its eigenvalues are $+|\mathbf m|$ and $-|\mathbf m|$. Therefore

$$n_\pm=\tfrac12(n\pm|\mathbf m|),\qquad Nu_\pm=n_\pm u_\pm .$$

In the basis $u_\pm$ the local density is that of a collinear gas with spin densities $n_+$ and $n_-$. Without spin-orbit coupling or an external field, the energy of a uniform gas does not depend on the direction of its spin axis. This motivates the definition

$$E_{xc}=\int f(n_+(\mathbf r),n_-(\mathbf r))\,d^3r, \tag{1}$$

where $f$ is the exchange-correlation energy per volume of the collinear uniform gas. Reversing the axis exchanges the two spin densities, so $f(n_+,n_-)=f(n_-,n_+)$. The local axis may change from point to point, but (1) contains no energy for that change.

## 3. Differentiating through the diagonalization

First take a point with $\mathbf m\ne0$ and $n_->0$. The eigenvalues are then distinct, and they and suitably chosen eigenvectors vary smoothly. Varying $Nu_\pm=n_\pm u_\pm$ gives

$$\delta N\,u_\pm+N\,\delta u_\pm=\delta n_\pm\,u_\pm+n_\pm\,\delta u_\pm .$$

Multiply from the left by $u_\pm^\dagger$. Because $N$ is Hermitian, $u_\pm^\dagger N=n_\pm u_\pm^\dagger$, and the two terms with $\delta u_\pm$ cancel. With $u_\pm^\dagger u_\pm=1$,

$$\delta n_\pm=u_\pm^\dagger\,\delta N\,u_\pm .$$

The rotation of the eigenvectors thus makes no first-order contribution. Let $v_\pm=\partial f/\partial n_\pm$. Then

$$\delta E_{xc}=\int\sum_{s=\pm}v_s\,u_s^\dagger\,\delta N\,u_s\,d^3r
=\int\mathrm{Tr}(V\delta N)\,d^3r,$$

$$V=v_+u_+u_+^\dagger+v_-u_-u_-^\dagger. \tag{2}$$

The projectors satisfy $u_+u_+^\dagger+u_-u_-^\dagger=1$. With $\hat{\mathbf m}=\mathbf m/|\mathbf m|$, the eigenvalues of $\hat{\mathbf m}\cdot\boldsymbol\sigma$ are $\pm1$ on the same eigenvectors, so $u_+u_+^\dagger-u_-u_-^\dagger=\hat{\mathbf m}\cdot\boldsymbol\sigma$. Adding and subtracting gives

$$u_\pm u_\pm^\dagger=\tfrac12(1\pm\hat{\mathbf m}\cdot\boldsymbol\sigma).$$

Insertion in (2) yields

$$V=\bar v\,1-\mathbf b\cdot\boldsymbol\sigma,\quad
\bar v=\tfrac12(v_++v_-),\quad
\mathbf b=\tfrac12(v_--v_+)\hat{\mathbf m}. \tag{3}$$

Hence $\mathbf m\times\mathbf b=0$. "Parallel" here means collinear; the two vectors have the same sense when $v_->v_+$. If a code writes $V=\bar v+\mathbf B\cdot\boldsymbol\sigma$, then $\mathbf B=-\mathbf b$, and the sense is reversed without any change in the physics.

### The order of the spin indices

The trace is $\mathrm{Tr}(V\delta N)=\sum_{\alpha\beta}V_{\alpha\beta}\delta N_{\beta\alpha}$, so $V_{\alpha\beta}=\delta E_{xc}/\delta N_{\beta\alpha}$. From

$$\delta N_{\beta\alpha}=\sum_i(\phi_{i\beta}\,\delta\phi_{i\alpha}^*+\delta\phi_{i\beta}\,\phi_{i\alpha}^*)$$

the coefficient of $\delta\phi_{i\alpha}^*$ is

$$\frac{\delta E_{xc}}{\delta\phi_{i\alpha}^*}=\sum_\beta V_{\alpha\beta}\phi_{i\beta}. \tag{4}$$

The remaining term is the complex conjugate, because $V$ is Hermitian. Equation (4) is the ordinary matrix product $V\phi_i$. Its elements are

$$V_{\uparrow\uparrow}=\bar v-b_z,\quad V_{\downarrow\downarrow}=\bar v+b_z,\quad
V_{\uparrow\downarrow}=-b_x+ib_y=V_{\downarrow\uparrow}^* .$$

Transposing $V$ reverses the sign of $b_y$, since $\sigma_y$ is antisymmetric while $\sigma_x$ and $\sigma_z$ are symmetric. A calculation with all spins in the $xz$ plane cannot reveal this error.

## 4. The same result without eigenvectors

Write $F(n,M)=f\big((n+M)/2,(n-M)/2\big)$ with $M=|\mathbf m|$. The chain rule gives

$$\frac{\partial F}{\partial n}=\tfrac12(v_++v_-)=\bar v,\qquad
\frac{\partial F}{\partial M}=\tfrac12(v_+-v_-).$$

From $M^2=\mathbf m\cdot\mathbf m$ follows $\delta M=\hat{\mathbf m}\cdot\delta\mathbf m$. Therefore

$$\delta E_{xc}=\int(\bar v\,\delta n-\mathbf b\cdot\delta\mathbf m)\,d^3r,$$

with the $\mathbf b$ of (3). Now turn the magnetization by a small angle that may differ at every point, $\delta\mathbf m=\boldsymbol\omega(\mathbf r)\times\mathbf m$, at fixed $n$. Then

$$\delta E_{xc}=-\int\boldsymbol\omega\cdot(\mathbf m\times\mathbf b)\,d^3r=0.$$

A local turn leaves the length of $\mathbf m$ unchanged, and (1) depends on nothing else about $\mathbf m$.

The vector product also has a dynamical meaning. For a spinor evolving under $H=-\mathbf b\cdot\boldsymbol\sigma$ alone, $\dot m_k$ is the density of $i[H,\sigma_k]$. With $[\sigma_j,\sigma_k]=2i\sum_l\epsilon_{jkl}\sigma_l$,

$$\dot m_k=2\sum_{jl}\epsilon_{jkl}b_jm_l=2(\mathbf m\times\mathbf b)_k .$$

The LSDA field therefore exerts no local torque on the spin density. In a constrained calculation, a separate field that holds the moments in chosen directions need not be parallel to $\mathbf m$, and the LSDA field cannot balance its torque.

## 5. Two limits and the sense of the field

### Vanishing magnetization

At $\mathbf m=0$ the direction $\hat{\mathbf m}$ is undefined, but the potential is not. The symmetry of $f$ makes $F(n,M)$ even in $M$. For $n>0$, where $f$ is smooth at equal spin densities,

$$F(n,M)=F(n,0)+\tfrac12A(n)M^2+\dots,\qquad \mathbf b=-A(n)\,\mathbf m+\dots,$$

and $\mathbf b=0$ at $\mathbf m=0$.

Exchange gives the coefficient explicitly. It acts between equal spins, so $f_x=g(n_+)+g(n_-)$. The unpolarized gas has $f_x=-Cn^{4/3}$ with $C=\frac34(3/\pi)^{1/3}$. Setting $n_+=n_-=n/2$ gives $g(x)=-\frac C2(2x)^{4/3}$, hence

$$v_{x\pm}=-\tfrac{4C}{3}(2n_\pm)^{1/3}=-\left(\frac{6n_\pm}{\pi}\right)^{1/3}.$$

Let $b_{\rm ex}$ denote the exchange part of $\frac12(v_--v_+)$, and $\zeta=M/n$. Since $2n_\pm=n(1\pm\zeta)$,

$$b_{\rm ex}=\tfrac12\left(\frac{3n}{\pi}\right)^{1/3}\left[(1+\zeta)^{1/3}-(1-\zeta)^{1/3}\right].$$

The bracket is $\frac23\zeta+\frac{10}{81}\zeta^3+\dots$, so

$$\frac{b_{\rm ex}}{M}=\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}\left(1+\tfrac5{27}\zeta^2+\dots\right). \tag{5}$$

At $n=0.1$ bohr$^{-3}$ the limit is 1.5236 hartree bohr$^3$. At $\zeta=0.1$ the full exchange expression gives 1.5264, larger by 0.19%, as the quadratic term predicts. Adding Perdew-Wang correlation reduces the ratio at $\zeta=0.01$ to 1.1600.

### Full polarization

If $n_-=0$ at a point, then $0=u_-^\dagger Nu_-=\sum_i|u_-^\dagger\phi_i|^2$. Every occupied spinor there is proportional to $u_+$, and (2) gives $V\phi_i=v_+\phi_i$. The value of $v_-$ does not affect the occupied spinors at that point, though it does affect unoccupied ones. It must be read as a one-sided derivative, because $n_-$ cannot become negative. For exchange $v_{x-}=0$, but its slope, proportional to $n_-^{-2/3}$, diverges. The potential is finite while the second-derivative kernel is not.

### Same sense or opposite sense

For exchange, $n_+>n_-$ implies $v_{x+}<v_{x-}$, so its field has the sense of $\mathbf m$. Correlation needs numbers. Evaluating Slater exchange plus Perdew-Wang correlation on a grid with $r_s=(3/4\pi n)^{1/3}$ from 0.1 to 10 bohr and $\zeta$ from 0.01 to 0.999 gives a total field between about 0.27 and 0.96 times the exchange field. On this grid correlation opposes exchange without reversing it. Collinearity does not depend on this result; the sense does.

## 6. Worked example

### The density

Two normalized Gaussians $g_1,g_2\propto e^{-\gamma r^2}$, with $\gamma=0.4$ bohr$^{-2}$ and $r$ measured from each centre, sit at $u=-1$ and $u=+1$ bohr on an axis. Their spatial overlap is $s=e^{-\gamma d^2/2}=e^{-0.8}=0.4493$ for separation $d=2$ bohr. The spinors are

$$\chi_1=\begin{pmatrix}1\\0\end{pmatrix},\qquad
\chi_2=\begin{pmatrix}\cos45^\circ\\e^{i60^\circ}\sin45^\circ\end{pmatrix},$$

with spin directions $\mathbf e_1=(0,0,1)$ and $\mathbf e_2=(\cos60^\circ,\sin60^\circ,0)$. The spin axes are independent of the spatial axis. These are model parameters, and the density is prescribed, not self-consistent.

The products $\psi_j=g_j\chi_j$ have overlap $\kappa=s\cos45^\circ=0.3177$. Orthonormal spinors are $\phi_i=\sum_j\psi_j(S^{-1/2})_{ji}$, where $S$ has diagonal 1 and off-diagonal $\kappa$. Then $N=\sum_{jk}\psi_j(S^{-1})_{jk}\psi_k^\dagger$, or

$$N=\frac{\psi_1\psi_1^\dagger+\psi_2\psi_2^\dagger-\kappa(\psi_1\psi_2^\dagger+\psi_2\psi_1^\dagger)}{1-\kappa^2}.$$

Direct multiplication gives $2\,\mathrm{Re}\,\chi_1^\dagger\boldsymbol\sigma\chi_2=\sqrt2\,(\cos60^\circ,\sin60^\circ,1)=(\mathbf e_1+\mathbf e_2)/\cos45^\circ$. The cosine cancels the one in $\kappa$, leaving

$$\mathbf m=\frac{g_1(g_1-sg_2)\,\mathbf e_1+g_2(g_2-sg_1)\,\mathbf e_2}{1-\kappa^2}. \tag{6}$$

On the axis $g_2/g_1=e^{2\gamma du}=e^{1.6u}$. At $u=-1$ this is $e^{-1.6}=s^2$, and the angle from $\mathbf e_1$ towards $\mathbf e_2$ obeys

$$\tan\vartheta=\frac{s^2(s^2-s)}{1-s^3}=\frac{0.2019\times(-0.2474)}{0.9093}=-0.0549,$$

so $\vartheta=-3.14^\circ$. The negative coefficient comes from the orthogonality term; without that term $\tan\vartheta=g_2^2/g_1^2=s^4$ would be positive. At $u=-0.5$, $g_2=sg_1$, the coefficient of $\mathbf e_2$ vanishes, and $\mathbf m$ lies along $\mathbf e_1$.

In the table, $\mathbf b$ was obtained from central differences of the energy density with steps of $10^{-5}$ bohr$^{-3}$ in each component of $\mathbf m$. Equation (3) was not used. Lengths are in bohr, $|\mathbf m|$ in bohr$^{-3}$ and $|\mathbf b|$ in hartree.

| $u$ | $\lvert\mathbf m\rvert$ | angle of $\mathbf m$ | angle of $\mathbf b$ | $\lvert\mathbf b\rvert$ |
|---:|---:|---:|---:|---:|
| −1.0 | 0.1302 | −3.145° | −3.145° | 0.1572 |
| −0.5 | 0.0934 | 0.000° | 0.000° | 0.1094 |
| 0.0 | 0.0500 | 45.000° | 45.000° | 0.0606 |
| 0.5 | 0.0934 | 90.000° | 90.000° | 0.1094 |
| 1.0 | 0.1302 | 93.145° | 93.145° | 0.1572 |

### One point in full

At $u=0.4$ bohr the matrix elements, in bohr$^{-3}$, are

$$N_{\uparrow\uparrow}=0.05799,\quad N_{\downarrow\downarrow}=0.05358,\quad N_{\uparrow\downarrow}=0.02044-0.03541i.$$

Their sum and difference give $n=0.11157$ and $m_z=0.00441$. The off-diagonal element gives $m_x=2\,\mathrm{Re}N_{\uparrow\downarrow}=0.0409$ and $m_y=-2\,\mathrm{Im}N_{\uparrow\downarrow}=0.0708$. Thus $|\mathbf m|=0.08189$ and

$$n_\pm=\tfrac12(0.11157\pm0.08189)=0.09673,\ 0.01484.$$

The collinear functional returns $v_+=-0.6090$ and $v_-=-0.4152$ hartree. Hence $\bar v=-0.5121$ hartree, and half the splitting is $|\mathbf b|=0.0969$ hartree. The full splitting is 0.1938 hartree, or 5.27 eV. Multiplying $\mathbf m$ by $|\mathbf b|/|\mathbf m|=1.183$ gives

$$\mathbf b=(0.0484,\,0.0838,\,0.0052)\ \text{hartree}.$$

The potential matrix, in hartree, is therefore

$$V_{\uparrow\uparrow}=-0.5173,\quad V_{\downarrow\downarrow}=-0.5069,\quad V_{\uparrow\downarrow}=-0.0484+0.0838i.$$

Its diagonal elements differ by only 0.0104 hartree, although the local splitting is 0.1938 hartree: most of the field lies across the $z$ axis.

The exchange formula alone gives $v_{x+}=-0.570$ and $v_{x-}=-0.305$ hartree, thus $b_{\rm ex}=0.132$ hartree. Correlation lowers the minority potential more than the majority potential and reduces the field by 27% relative to exchange alone.

### Integrated quantities

Gauss-Legendre quadrature in cylindrical coordinates gives $E_{xc}=-0.68285$ hartree. If $N_{\uparrow\uparrow}$ and $N_{\downarrow\downarrow}$ are instead used as the two spin densities everywhere, the result is $-0.64649$ hartree. The difference is 0.03636 hartree (0.99 eV), or 5.3% of the magnitude of the local-axis energy. Its sign follows where $F$ falls with $M$: the global axis replaces $|\mathbf m|$ by $|m_z|\le|\mathbf m|$.

The index order can be seen in a derivative. Change $\phi_2$ to $\phi_2+\varepsilon\eta$, with

$$\eta=\begin{pmatrix}0.3+0.2i\\0.4-0.5i\end{pmatrix}(1+0.3u)e^{-r^2/2},$$

where $r$ is now measured from the midpoint and lengths are in bohr. Equation (4) gives

$$\left.\frac{dE_{xc}}{d\varepsilon}\right|_0=2\,\mathrm{Re}\int\eta^\dagger V\phi_2\,d^3r=-0.0509\ \text{hartree}.$$

A central energy difference with $\varepsilon=\pm10^{-4}$ gives the same value. The transposed matrix gives $-0.1744$ hartree.

## 7. Where the parallelism fails

The derivation in section 4 used only the dependence of the energy on $\mathbf m$ through its length. A functional that also responds to changes of direction can behave differently. Add

$$E_g=\frac c2\int|\partial_z\mathbf m|^2\,d^3r.$$

For variations that vanish at the boundary, or when both $\mathbf m$ and its variation are periodic, integration by parts gives $\delta E_g=-c\int(\partial_z^2\mathbf m)\cdot\delta\mathbf m\,d^3r$. The added field is $\mathbf b_g=-\delta E_g/\delta\mathbf m=c\,\partial_z^2\mathbf m$. For $\mathbf m=M(\sin\theta,0,\cos\theta)$ with constant $M$,

$$(\mathbf m\times\mathbf b_g)_y=c\,\partial_z(m_z\partial_zm_x-m_x\partial_zm_z)=cM^2\theta''.$$

A uniform planar spiral of this form has $\theta''=0$ and feels no such torque; a planar spiral of varying pitch does. The statement is limited to planar spirals: a uniform conical spiral with cone half-angle $a$ and wave number $q$ feels a torque of magnitude $\frac12cM^2q^2|\sin2a|$. Take $\theta=\sin kz$ with period 10 bohr, $M=0.05$ bohr$^{-3}$, $c=1$ hartree bohr$^5$ and $z=2.4242$ bohr. Then $k^2=0.3948$ bohr$^{-2}$, $\sin kz=0.9989$, and the torque is $-0.0025\times0.3948\times0.9989=-9.86\times10^{-4}$ hartree bohr$^{-3}$. The LSDA part contributes none.

Parallelism is thus a property of functional (1), not a general requirement on the exchange-correlation field.

## 8. Evaluation at a grid point

1. Form $n$ and $\mathbf m$ from $N$, then $M=|\mathbf m|$ and $n_\pm=(n\pm M)/2$. Set a slightly negative $n_-$ caused by rounding to zero.
2. Call the collinear functional for $f$, $v_+$ and $v_-$.
3. Form $\bar v$ and $\mathbf b$ from (3). If $M/n$ is below a small cutoff $\tau$, set $\mathbf b=0$. By (5), the exchange field discarded is at most about $\frac13(3n/\pi)^{1/3}\tau$. A cutoff on $M$ alone would be less uniform, since $b_{\rm ex}/M$ grows as $n^{-2/3}$ at low density.
4. Assemble $V$ with the signs given after (4), and apply it as $V\phi_i$.

No eigenvectors are needed. If the total energy is built from orbital energies, the potential contribution to subtract is

$$\int\mathrm{Tr}(VN)\,d^3r=\int(\bar vn-\mathbf b\cdot\mathbf m)\,d^3r=\int(v_+n_++v_-n_-)\,d^3r,$$

after which $E_{xc}$ from (1) is added. The last equality follows by inserting $n=n_++n_-$ and $M=n_+-n_-$. At $u=0.4$ bohr both forms of the integrand give $-0.0651$ hartree bohr$^{-3}$.
